# Hart's Effective Diffusivity for Grain Boundaries Parallel to the Flux

Consider a film made of flat slabs of crystal separated by thin flat grain boundaries, all standing parallel to the depth direction $x$. The dopant diffusivity is $D_g$ in the grains and $D_b$ in the boundaries, and the boundaries fill a fraction $f$ of the volume. Let the concentration fall linearly with depth, $c=c_0-gx$, with the same value in grain and boundary at each depth. This is a steady solution: the second derivative vanishes in both materials, and nothing drives dopant sideways. A unit area of cross-section carries the flux $D_g g$ over the part $1-f$ and $D_b g$ over the part $f$, so the mean flux is

$$J=\left[(1-f)D_g+fD_b\right]g\equiv D_H\,g .$$

The two materials conduct in parallel, and the fraction-weighted average $D_H$ is Hart's effective diffusivity. No lateral exchange was needed here, because a straight profile gives neither material a reason to run ahead of the other. A curved profile does. At a concentration maximum the boundary loses dopant at the rate $D_b|\partial_x^2c|$ and the grain at the much smaller rate $D_g|\partial_x^2c|$. The concentrations stay equal only if dopant moves sideways from grain to boundary quickly enough. The question is therefore when a transient profile, such as that of an implanted or deposited dopant during an anneal, also follows a diffusion equation with the coefficient $D_H$.

Let $\mathbf y$ denote position in the cross-section. The structure is columnar, so the diffusivities depend on $\mathbf y$ but not on $x$. The cross-section is periodic and otherwise of any shape. The axial diffusivity is $D(\mathbf y)$ and the lateral one $D_\perp(\mathbf y)$; both are independent of time and of concentration. Dopant is neither trapped nor lost. The concentration $c$ is counted per unit local volume, and absence of segregation means that $c$ is continuous across each interface. Local balance reads

$$\frac{\partial c}{\partial t}=D(\mathbf y)\frac{\partial^2c}{\partial x^2}+\nabla_y\!\cdot\!\left(D_\perp\nabla_yc\right).$$

Write $\langle\;\rangle$ for the average over the area of one period, and $C=\langle c\rangle$. The average of the lateral term is the net lateral flux out of the period. It vanishes because the fluxes through opposite sides cancel, and because the normal flux is continuous at the internal interfaces. Hence

$$\frac{\partial C}{\partial t}=\frac{\partial^2}{\partial x^2}\langle Dc\rangle .$$

Now split $c=C+\tilde c$ with $\langle\tilde c\rangle=0$. Since $C$ does not depend on $\mathbf y$,

$$\langle Dc\rangle=\langle D\rangle C+\langle D\tilde c\rangle,\qquad \langle D\rangle=(1-f)D_g+fD_b=D_H .$$

Up to this point nothing has been approximated. If lateral exchange is fast, $\tilde c$ is small, the last term drops out, and

$$\frac{\partial C}{\partial t}=D_H\frac{\partial^2C}{\partial x^2}.$$

The shape of the cross-section enters through the area fraction alone. A test of this used an 8 by 8 periodic grid with axial and lateral diffusivities drawn at random for each cell. The slowest decay rate of a long wave, divided by $q^2$ and by the area mean of the axial diffusivity, came out as 1 to the printed digits.

To find how fast the exchange must be, take a single wave in depth, $c=\phi(\mathbf y)\,e^{iqx-\lambda t}$, normalized by $\langle\phi\rangle=1$. The local balance becomes

$$-\lambda\phi=-q^2D\phi+\nabla_y\!\cdot\!\left(D_\perp\nabla_y\phi\right),$$

and its average gives $\lambda=q^2\langle D\phi\rangle$. For a long wave the slowest mode is nearly uniform, so put $\phi=1-q^2\chi+O(q^4)$ with $\langle\chi\rangle=0$. To lowest order $\lambda=D_Hq^2$. The terms of order $q^2$ in the local equation are then $-D_H=-D-\nabla_y\!\cdot(D_\perp\nabla_y\chi)$, or

$$\nabla_y\!\cdot\!\left(D_\perp\nabla_y\chi\right)=D_H-D .$$

The right side is negative in a fast boundary, so $\chi$ is largest there: the boundary concentration lags below the mean while the wave decays, as expected of the material that drains first. Inserting $\phi$ into the averaged equation gives

$$\lambda=D_Hq^2-Kq^4+\dots,\qquad K=\langle D\chi\rangle .$$

Because $\langle\chi\rangle=0$, one may replace $D$ by $D-D_H$ in $K$, use the equation for $\chi$, and integrate by parts over the period:

$$K=\langle(D-D_H)\chi\rangle=-\langle\chi\,\nabla_y\!\cdot(D_\perp\nabla_y\chi)\rangle=\langle D_\perp|\nabla_y\chi|^2\rangle\ge0 .$$

Finite exchange thus slows the decay of long waves. Dopant waiting to reach a boundary is dopant that does not use it.

For the flat slabs $K$ can be found in closed form. Let the period be $L$, the boundary width $\delta=fL$ and the grain width $a=(1-f)L$, with $D_\perp=D$ in each material and $\Delta=D_b-D_g$. Then $D_H-D_g=f\Delta$ and $D_H-D_b=-(1-f)\Delta$. Measure $y$ from the centre of a grain and $z$ from the centre of a boundary. Symmetry makes $\chi'$ vanish at both centres, so one integration gives

$$D_g\chi'=f\Delta\,y\quad\text{(grain)},\qquad D_b\chi'=-(1-f)\Delta\,z\quad\text{(boundary)} .$$

At the interface, $y=a/2$ and $z=-\delta/2$, both expressions equal $f(1-f)\Delta L/2$, so the flux is continuous. Since $D|\chi'|^2=(D\chi')^2/D$ and the integral of $y^2$ from $-a/2$ to $a/2$ is $a^3/12$,

$$K=\frac{\Delta^2}{L}\left[\frac{f^2a^3}{12D_g}+\frac{(1-f)^2\delta^3}{12D_b}\right].$$

Substituting $a=(1-f)L$ and $\delta=fL$ and taking out the common factor gives

$$K=f^2(1-f)^2\Delta^2\,\tau,\qquad \tau=\frac{L^2}{12}\left[\frac{1-f}{D_g}+\frac{f}{D_b}\right].$$

The time $\tau$ is the lateral exchange time. For thin, fast boundaries it is close to $L^2/12D_g$: the slow step is the dopant's way through the grain, and a larger $D_b$ does not shorten it.

The slabs also have an exact dispersion relation, against which the expansion can be checked. The symmetric mode is proportional to $\cos k_gy$ in the grain and to $\cosh k_bz$ in the boundary, with

$$k_g^2=\frac{\lambda-D_gq^2}{D_g},\qquad k_b^2=\frac{D_bq^2-\lambda}{D_b}.$$

Continuity of concentration and of flux makes $D\phi'/\phi$ continuous at the interface. It equals $-D_gk_g\tan(k_ga/2)$ on the grain side and $-D_bk_b\tanh(k_b\delta/2)$ on the boundary side, so

$$D_gk_g\tan\frac{k_ga}{2}=D_bk_b\tanh\frac{k_b\delta}{2}.$$

For small arguments this reduces to $(1-f)(\lambda-D_gq^2)=f(D_bq^2-\lambda)$, whose solution is $\lambda=D_Hq^2$. The next order is tested numerically below.

In practice a profile is judged rather than a wave. Let a dose $N_s$ per unit area be placed at the surface $x=0$, uniformly over the cross-section, with no loss through the surface. Reflecting the problem about $x=0$ turns it into diffusion on the whole line. In the Hart limit the profile is

$$G=\frac{2N_s}{\sqrt{2\pi}\,\sigma}\,e^{-x^2/2\sigma^2},\qquad \sigma^2=2D_Ht .$$

With the first correction each Fourier component carries the factor $e^{-D_Hq^2t+Kq^4t}\approx e^{-D_Hq^2t}(1+Kq^4t)$. The expansion is allowed if $Kq^4t$ is small for the waves that matter, $q\sim1/\sigma$. A factor $q^4$ corresponds to four derivatives in $x$, so

$$C\approx G+Kt\,\frac{\partial^4G}{\partial x^4}.$$

With $u=x/\sigma$, successive differentiation gives $G'=-uG/\sigma$, $G''=(u^2-1)G/\sigma^2$, $G'''=(3u-u^3)G/\sigma^3$ and $G''''=(u^4-6u^2+3)G/\sigma^4$. Since $\sigma^4=4D_H^2t^2$,

$$\frac CG\approx1+\frac{K}{4D_H^2t}\left(u^4-6u^2+3\right).$$

The uniform start also excites the slow mode with a weight $1/\langle\phi^2\rangle\approx1-q^4\langle\chi^2\rangle$. This is of the same order in $q$ but does not grow with time, and it is left out here because $t\gg\langle\chi^2\rangle/K$ is assumed.

The condition for Hart's equation is therefore $K/D_H^2t\ll1$. For $D_b>D_g$ one has $D_H=D_g+f\Delta>f\Delta$, hence $K/D_H^2t<\tau/t$, and an anneal much longer than $\tau$ suffices for the body of the profile. The tail is more demanding, because the correction grows as $u^4$. At a fixed time there is always a depth beyond which the first correction is no longer small, and there the Gaussian cannot be trusted.

The variance behaves differently from the shape. On the reflected line let $n(\mathbf y,t)=\int c\,dx$. Integrating the local balance over $x$ removes the axial term and leaves $\partial_tn=\nabla_y\!\cdot(D_\perp\nabla_yn)$. If $n$ is uniform at the start, it stays uniform. Two integrations by parts then give

$$\frac{d}{dt}\int x^2C\,dx=\int x^2\frac{\partial^2\langle Dc\rangle}{\partial x^2}\,dx=2\langle Dn\rangle=2D_H\,n ,$$

so the mean square depth, which is this integral divided by $n$, equals $2D_Ht$ at every time, however slow the exchange. A measured variance that agrees with Hart's value is thus no evidence of fast exchange. The evidence lies in the shape, for instance in the excess kurtosis, the fourth cumulant divided by $\sigma^4$. The logarithm of the Fourier transform contains the fourth cumulant as the coefficient of $q^4/24$. That cumulant is therefore $24Kt$, and the excess kurtosis is $24Kt/4D_H^2t^2=6K/D_H^2t$, which falls off as $1/t$.

The opposite limit, without any exchange, is equally simple. Grain and boundary profiles spread separately, and $C$ is a sum of two Gaussians with weights $1-f$ and $f$. Its variance is again $2D_Ht$. Its surface concentration, relative to the Hart Gaussian, is $(1-f)\sqrt{D_H/D_g}+f\sqrt{D_H/D_b}$. Its fourth moment is $3(2t)^2\langle D^2\rangle$, so its excess kurtosis is $3(\langle D^2\rangle-D_H^2)/D_H^2=3f(1-f)\Delta^2/D_H^2$, which does not decay.

As an example take gallium acceptors in a thick columnar polysilicon film near 1100 °C, with round and only roughly typical parameters (common fits for gallium in single-crystal silicon give a lattice diffusivity a few times larger than the one used): $D_g=10\ \mathrm{nm^2/s}$ (that is, $10^{-13}\ \mathrm{cm^2/s}$), $D_b=10^4\ \mathrm{nm^2/s}$, $L=100$ nm and $\delta=0.5$ nm. Then $f=0.005$ and

$$D_H=0.995\times10+0.005\times10^4=9.95+50=59.95\ \mathrm{nm^2/s},$$

or about $6.0\times10^{-13}\ \mathrm{cm^2/s}$. Half a percent of the volume carries five sixths of the transport. The exchange time is $\tau=82.9$ s, and $K=2.048\times10^5\ \mathrm{nm^4/s}$. The root of the exact slab relation at $q=10^{-4}\ \mathrm{nm^{-1}}$ gives the same $K$ to the four digits quoted.

For an anneal of 3600 s the diffusion length is $\sigma=\sqrt{2\times59.95\times3600}=657$ nm, and $K/D_H^2t=0.0158$. The lateral problem was also solved numerically for each $q$ and the profile rebuilt from its Fourier components. Relative to the Hart Gaussian, the computed concentration is 1.012 at the surface, 0.992 at $\sigma$ and 1.112 at $3\sigma$; the first correction predicts 1.012, 0.992 and 1.119. The excess kurtosis, estimated from the computed response at two finite wave numbers, is 0.0944, against 0.0950 from the formula. Most of the small deficit comes from the omitted weight $1-q^4\langle\chi^2\rangle$: here $\langle\chi^2\rangle/K\approx17$ s, which multiplies the kurtosis by $1-17/3600$ and gives 0.0945. The remainder, one unit in the last digit, is the bias of the finite wave numbers. Between the last two depths the first correction has its minimum, at $u=\sqrt3$, where $u^4-6u^2+3=-6$ and the predicted ratio is 0.976. Hart's equation is thus good to between two and three percent out to $2\sigma$, while at $3\sigma$, about 2 µm deep, it underestimates the concentration by a tenth. The profile is steep there, so a junction at that depth moves little. With the Gaussian slope the shift is $\sigma\ln(1.112)/3\approx23$ nm; the true profile falls somewhat less steeply, which raises it to about 25 nm, a little over one percent of the depth.

For an anneal of 20 s, shorter than $\tau$, the same structure gives $K/D_H^2t=2.8$, and the expansion no longer applies. The computed variance still equals $2D_Ht$, with $\sigma=49$ nm, but the surface concentration is 1.92 times Hart's value. Without any exchange the ratio would be $0.995\sqrt{59.95/10}+0.005\sqrt{59.95/10^4}=2.44$, so the computed value lies between the two limits. The excess kurtosis is 8.7; without exchange it would be about 410. Even 20 s of lateral diffusion removes most of the extreme boundary tail, beyond about $5\sigma$, but it feeds the tail nearer in: the dose beyond $3\sigma$ is 2.5 percent, against 0.4 percent without exchange and 0.3 percent for the Hart Gaussian. The profile remains far from Gaussian. When the lateral diffusivities alone are raised a thousandfold, with the axial ones and the time held fixed, the surface ratio falls to 1.002. Slow lateral exchange is therefore what spoiled the shape.

The uniform start matters as well. If the whole dose begins in the boundaries, the variance after 20 s is 3.4 times $2D_Ht$, because the dopant has spent more than the fraction $f$ of its time on the fast path.

Two other assumptions, no segregation and boundaries parallel to the flux, change the coefficient itself. Suppose first that in lateral equilibrium the boundary holds $s$ times the grain concentration, $c_b=sc_g$. Then $C=(1-f+sf)\,c_g$, while $\langle Dc\rangle=[(1-f)D_g+sfD_b]\,c_g$. Their ratio is the coefficient in the averaged equation:

$$D_s=\frac{(1-f)D_g+sfD_b}{1-f+sf}.$$

For $s=1$ this is $D_H$. For $s=5$ it is $(9.95+250)/1.02=254.9\ \mathrm{nm^2/s}$, and the numerical decay rate of a long wave gives 254.8. The diffusion length grows by a factor 2.06 over the case without segregation. Among the neglected effects sized for this example, this is the largest increase.

Suppose next that the flat boundaries lie across the flux. In a steady state the same flux $J$ passes through both materials, and the concentration drops over one period add up to $Ja/D_g+J\delta/D_b$. Setting this equal to $JL/D$ gives

$$\frac1D=\frac{1-f}{D_g}+\frac f{D_b},$$

that is, $D=10.05\ \mathrm{nm^2/s}$, which the decay rate of a long wave through the stack confirms. The boundaries then contribute almost nothing, although dopant enters and leaves them freely. Fast exchange alone does not lead to Hart's average; the boundaries must also provide continuous paths along the flux.

Set beside a real film, the example is favourable to the model. Its profile needs several micrometres of polysilicon, far more than a gate layer of a few tenths of a micrometre, and a cap that holds gallium, which silicon dioxide does poorly. Grains 100 nm wide would be expected to coarsen during an hour at 1100 °C, so the structure would not stay fixed as the model assumes. Doubling $L$ at fixed $\delta$ halves $f$ and lowers $D_H$ to $35\ \mathrm{nm^2/s}$. The grain shape also counts: square columns with the same $L$ and $\delta$ have $f=1-(1-\delta/L)^2\approx0.010$ and $D_H\approx110\ \mathrm{nm^2/s}$. An error of 10 K in temperature changes both diffusivities by 20 percent if both are given a rough activation energy of 3 eV; for gallium in the lattice the value is nearer 3.5 eV, which gives about 24 percent, and boundary diffusion usually has a lower one. Since $s$, $D_b$ and $\delta$ are known only roughly, the model gives the diffusivity of such a film at best to within a factor of a few, not to the digits of the arithmetic.

The neglect of electrical effects is milder at the end of the long anneal, if the dose is moderate. For $10^{14}\ \mathrm{cm^{-2}}$ the Hart profile after 3600 s peaks at $N=2N_s/\sqrt{2\pi}\sigma=1.2\times10^{18}\ \mathrm{cm^{-3}}$, below the intrinsic density $n_i$, roughly $10^{19}\ \mathrm{cm^{-3}}$. With fully ionized acceptors and Boltzmann carriers, neutrality requires $p-n_i^2/p=N$, so that $p=\tfrac12\left(N+\sqrt{N^2+4n_i^2}\right)$ and $d\ln p/dN=1/\sqrt{N^2+4n_i^2}$. The field set up by the hole gradient drives the negative acceptors down their own gradient and adds $N\,d\ln p/dN$ to the unit coefficient of Fick's law:

$$h=1+\frac{N}{\sqrt{N^2+4n_i^2}}=1.06 .$$

If the grain diffusivity is also proportional to $p/n_i$, as for transport by singly positive defects, it gains a further factor 1.06 at the peak. Together these raise the grain part of $D_H$ by 13 percent. The field also acts on acceptors in the boundary. If it is the same there and $D_b$ is unchanged, the boundary part rises by 6 percent and $D_H$ itself by about 7 percent. Earlier in the anneal the peak is higher and the effect larger. Since the Hart peak varies as $1/\sqrt t$, it would be $1.6\times10^{19}\ \mathrm{cm^{-3}}$ after 20 s, and the computed surface value, 1.92 times larger, about $3\times10^{19}\ \mathrm{cm^{-3}}$, well above $n_i$, so the short example needs a smaller dose for the linear model to apply. Charge trapped at the boundaries is not included in this estimate. The numerical output below lists the parameters and the results of the numerical tests.

## Table of computed values

```
Grain diffusivity: 10 nm^2/s
Boundary diffusivity: 10000 nm^2/s
Period: 100 nm
Boundary width: 0.5 nm
Boundary fraction f: 0.005
Grain part of Hart average: 9.95 nm^2/s
Boundary part of Hart average: 50 nm^2/s
Hart diffusivity: 59.95 nm^2/s
Hart diffusivity: 5.995e-13 cm^2/s
Exact slab lam/q^2 at q = 1e-4 /nm: 59.948 nm^2/s
Random section: eigenvalue/mean: 1
Lateral exchange time tau: 82.917 s
K from formula: 2.0481e+05 nm^4/s
K from exact slab dispersion: 2.0481e+05 nm^4/s
Long anneal: 3600 s
Diffusion length sigma, long: 656.99 nm
K/(D_hart^2 t), long: 0.01583
Variance/Hart, long: 1
Excess kurtosis, long, computed: 0.094399
Excess kurtosis, long, formula: 0.09498
Profile/Hart at 0 sigma, long: computed 1.0122, formula 1.0119
Profile/Hart at 1 sigma, long: computed 0.9916, formula 0.9921
Profile/Hart at 3 sigma, long: computed 1.1117, formula 1.1187
Short anneal: 20 s
Diffusion length sigma, short: 48.969 nm
K/(D_hart^2 t), short: 2.8494
Variance/Hart, short, uniform start: 1
Variance/Hart, short, boundary start: 3.4396
Excess kurtosis, short, computed: 8.7412
Surface peak/Hart, short: 1.9156
Same, lateral diffusion x1000: 1.0021
Segregation ratio s: 5
Diffusivity with segregation, formula: 254.85 nm^2/s
Diffusivity with segregation, computed: 254.8 nm^2/s
Depth factor from segregation: 2.0618
Transverse boundaries, formula: 10.05 nm^2/s
Transverse boundaries, computed: 10.05 nm^2/s
Hart diffusivity, doubled period: 34.975 nm^2/s
Boundary fraction, square columns: 0.009975
Hart diffusivity, square columns: 109.65 nm^2/s
Dose: 1e+14 cm^-2
Intrinsic density, rough: 1e+19 cm^-3
Peak concentration, Hart: 1.2144e+18 cm^-3
Field factor at peak: 1.0606
Hole density/n_i at peak: 1.0626
Temperature: 1373.2 K
Activation energy, rough: 3 eV
Diffusivity factor for +10 K: 1.2012
```
